# Rejection-free kinetic Monte Carlo for a solid-on-solid island edge: verification in Python

```python
# RESULT UNDER TEST: a solid-on-solid island edge whose attachment and
# detachment rates obey detailed balance has zero mean speed at the
# equilibrium chemical potential mu_eq = -2*phi, and moves with the sign of
# Delta = mu - mu_eq otherwise.
# Symbols: phi = bond energy, a = lattice spacing, k0 = kink detachment rate,
# bond = phi/kT, drive = Delta/kT, n = lateral neighbours of a top atom.
# Inside the solvers, time is in units of 1/k0 and length in units of a.
import random
from itertools import product
from math import exp, log, sqrt
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import spsolve


def top_neighbours(heights, i):
    """Lateral neighbours of the top atom of column i on a ring."""
    right = heights[(i + 1) % len(heights)]
    return int(heights[i - 1] >= heights[i]) + int(right >= heights[i])


def detachment_rates(bond):
    return [exp(-bond * (n - 1)) for n in range(3)]


def edge_steps(heights):
    return sum(abs(heights[i] - heights[i - 1]) for i in range(len(heights)))


def run_kmc(heights, bond, drive, duration, rng):
    """Rejection-free run; changes heights in place.
    Returns net atoms gained, mean class fractions, number of events."""
    size = len(heights)
    rate0, rate1, rate2 = detachment_rates(bond)
    attach = exp(drive)
    attach_total = size * attach
    left = [(i - 1) % size for i in range(size)]
    right = [(i + 1) % size for i in range(size)]
    kind = [top_neighbours(heights, i) for i in range(size)]
    members, slot = [[], [], []], [0] * size
    for i, k in enumerate(kind):
        slot[i] = len(members[k])
        members[k].append(i)
    clock, net, events = 0.0, 0, 0
    spent0 = spent1 = spent2 = 0.0
    while True:
        n0, n1, n2 = len(members[0]), len(members[1]), len(members[2])
        part0, part1 = n0 * rate0, n1 * rate1
        total = attach_total + part0 + part1 + n2 * rate2
        wait = -log(1.0 - rng.random()) / total
        finished = clock + wait >= duration
        if finished:
            wait = duration - clock
        spent0 += n0 * wait
        spent1 += n1 * wait
        spent2 += n2 * wait
        if finished:
            break
        clock += wait
        events += 1
        pick = rng.random() * total
        if pick < attach_total:
            i = int(pick / attach) % size
            heights[i] += 1
            net += 1
        else:
            pick -= attach_total
            if pick < part0:
                i = members[0][int(pick / rate0)]
            elif pick < part0 + part1:
                i = members[1][int((pick - part0) / rate1)]
            else:
                i = members[2][int((pick - part0 - part1) / rate2)]
            heights[i] -= 1
            net -= 1
        for j in (left[i], i, right[i]):
            here = heights[j]
            new = (heights[left[j]] >= here) + (heights[right[j]] >= here)
            old = kind[j]
            if new != old:
                group = members[old]
                moved = group.pop()
                if moved != j:
                    group[slot[j]] = moved
                    slot[moved] = slot[j]
                slot[j] = len(members[new])
                members[new].append(j)
                kind[j] = new
    # the incrementally updated lists must agree with a fresh count
    assert kind == [top_neighbours(heights, i) for i in range(size)]
    assert all(members[kind[i]][slot[i]] == i for i in range(size))
    fractions = np.array([spent0, spent1, spent2]) / (size * duration)
    return net, fractions, events


def solve_ring(columns, span, bond, drive, rule="standard", hop=0.0):
    """Stationary master equation for edge shapes with max-min <= span."""
    states = [h for h in product(range(span + 1), repeat=columns)
              if min(h) == 0]
    index = {h: s for s, h in enumerate(states)}
    moves = []
    detach = detachment_rates(bond)
    for s, h in enumerate(states):
        for i in range(columns):
            trials = [(i, 1, None), (i, -1, None)]
            if hop:
                trials += [(i, -1, (i + 1) % columns),
                           (i, -1, (i - 1) % columns)]
            for column, change, target in trials:
                new = list(h)
                new[column] += change
                if target is not None:
                    new[target] += 1
                base = min(new)
                key = tuple(x - base for x in new)
                if key not in index:
                    continue
                if target is not None:
                    cost = 0.5 * bond * (edge_steps(new) - edge_steps(h))
                    moves.append((s, index[key], hop * exp(-cost / 2), 0))
                    continue
                n = top_neighbours(new if change == 1 else h, i)
                if rule == "miscount" and change == -1:
                    # deliberate error: neighbours of equal height are missed
                    n = int(h[i - 1] > h[i]) + int(h[(i + 1) % columns] > h[i])
                if rule == "symmetric":
                    rate = exp(change * (drive - bond * (1 - n)) / 2)
                else:
                    rate = exp(drive) if change == 1 else detach[n]
                moves.append((s, index[key], rate, change))
    src, dst = (np.array([m[k] for m in moves]) for k in (0, 1))
    rate, gain = (np.array([m[k] for m in moves], float) for k in (2, 3))
    size = len(states)
    # column s of this matrix holds the flow out of shape s
    flow = csc_matrix((np.concatenate([rate, -rate]),
                       (np.concatenate([dst, src]),
                        np.concatenate([src, src]))), shape=(size, size))
    drift = np.bincount(src, weights=rate * gain, minlength=size)
    # the flat shape gets weight one, the others follow, then normalize
    rhs = -flow[1:, 0].toarray().ravel()
    others = spsolve(flow[1:, 1:].tocsc(), rhs)
    prob = np.concatenate([[1.0], others])
    prob /= prob.sum()
    return dict(states=states, index=index, flow=flow, drift=drift,
                prob=prob, current=float(prob @ drift),
                src=src, dst=dst, rate=rate, gain=gain)


def position_diffusion(ring):
    """Half the growth rate of Var N at equilibrium, and flat-start gain."""
    system, rhs = ring["flow"].toarray().T.copy(), -ring["drift"]
    system[0] = 0.0
    system[0, 0] = 1.0
    rhs[0] = 0.0
    g = np.linalg.solve(system, rhs)
    jump = ring["gain"] + g[ring["dst"]] - g[ring["src"]]
    diffusion = 0.5 * np.sum(ring["prob"][ring["src"]] * ring["rate"] * jump**2)
    flat = ring["index"][(0,) * len(ring["states"][0])]
    return diffusion, g[flat] - ring["prob"] @ g


def mean_error(values):
    values = np.asarray(values, float)
    return values.mean(), values.std(ddof=1) / sqrt(len(values))


# Model parameters: round values in a rough vapour-growth regime
temperature, spacing_nm, phi = 1000.0, 0.3, 0.30
kink_barrier, attempt, delta = 2.0, 1.0e13, 0.020
kB = const.k / const.e
kT = kB * temperature
bond, drive = phi / kT, delta / kT
k0 = attempt * exp(-kink_barrier / kT)
to_speed = spacing_nm * k0
rng = random.Random(2718)
nprng = np.random.default_rng(314)


# Rates against explicit bond counting on the occupied square lattice
def lattice_energy(heights):
    rows = np.arange(max(heights) + 2)[:, None]
    filled = rows < np.array(heights)[None, :]
    bonds = np.sum(filled & np.roll(filled, -1, axis=1))
    bonds += np.sum(filled[1:] & filled[:-1])
    return -phi * float(bonds)


seen = set()
for _ in range(200):
    before = [int(x) for x in nprng.integers(3, 7, size=7)]
    site = int(nprng.integers(7))
    after = before.copy()
    after[site] += 1
    n = top_neighbours(after, site)
    seen.add(n)
    energy_change = lattice_energy(after) - lattice_energy(before)
    chemical_potential = -2 * phi + delta
    log_ratio = log(exp(drive) / detachment_rates(bond)[n])
    assert abs(log_ratio + (energy_change - chemical_potential) / kT) < 1e-9
assert seen == {0, 1, 2}

# Exact four-column ring
COL, SPAN = 4, 6
ring0 = solve_ring(COL, SPAN, bond, 0.0)
weights = np.array([exp(-0.5 * bond * edge_steps(h)) for h in ring0["states"]])
assert np.max(np.abs(ring0["prob"] - weights / weights.sum())) < 1e-10
assert abs(ring0["current"]) < 1e-9
ring_up = solve_ring(COL, SPAN, bond, drive)
ring_down = solve_ring(COL, SPAN, bond, -drive)
assert ring_up["current"] > 0 > ring_down["current"]
symmetric0 = solve_ring(COL, SPAN, bond, 0.0, "symmetric")
symmetric_up = solve_ring(COL, SPAN, bond, drive, "symmetric")
assert abs(symmetric0["current"]) < 1e-9 < symmetric_up["current"]
wrong = solve_ring(COL, SPAN, bond, 0.0, "miscount")
assert wrong["current"] < -1.0

# Einstein relation: response by finite difference, D from fluctuations
D_ring, _ = position_diffusion(ring0)
small = 1e-3
response = (solve_ring(COL, SPAN, bond, small)["current"]
            - solve_ring(COL, SPAN, bond, -small)["current"]) / (2 * small)
assert abs(response / D_ring - 1) < 1e-4
assert D_ring < COL

# Transient gain from a flat start, by direct time propagation
short = solve_ring(COL, 4, bond, 0.0)
_, flat_gain = position_diffusion(short)
size = len(short["states"])
augmented = np.zeros((size + 1, size + 1))
augmented[:size, :size] = short["flow"].toarray().T
augmented[:size, size] = 1e-4 * short["drift"]
propagated = expm(200.0 * augmented)[short["index"][(0,) * COL], size] / 1e-4
assert abs(propagated - flat_gain) < 1e-5 and flat_gain > 0

# Conserving edge hops: same zero, larger response, bounded by COL
hop_barrier = 1.2
hop_ratio = attempt * exp(-hop_barrier / kT) / k0
hop0 = solve_ring(COL, SPAN, bond, 0.0, hop=hop_ratio)
hop_up = solve_ring(COL, SPAN, bond, drive, hop=hop_ratio)
D_hop, _ = position_diffusion(hop0)
assert abs(hop0["current"]) < 1e-6
assert D_ring < D_hop < COL

# Every quoted ring speed must be converged in the allowed height span
for ring, reduced, rule, hop in (
        (ring_up, drive, "standard", 0.0), (ring_down, -drive, "standard", 0.0),
        (symmetric_up, drive, "symmetric", 0.0), (wrong, 0.0, "miscount", 0.0),
        (hop_up, drive, "standard", hop_ratio)):
    smaller = solve_ring(COL, SPAN - 1, bond, reduced, rule, hop)
    assert abs(smaller["current"] / ring["current"] - 1) < 1e-5

# Simulation against the exact driven ring; strong drive makes deep pits
# common, so the reference needs a larger height span
test_delta, WIDE_SPAN = 0.060, 10
exact_test = solve_ring(COL, WIDE_SPAN, bond, test_delta / kT)["current"] / COL
coarser = solve_ring(COL, WIDE_SPAN - 1, bond, test_delta / kT)["current"] / COL
assert abs(coarser / exact_test - 1) < 1e-5
samples = []
for _ in range(20):
    edge = [0] * COL
    run_kmc(edge, bond, test_delta / kT, 30.0, rng)
    gained, _, _ = run_kmc(edge, bond, test_delta / kT, 1500.0, rng)
    samples.append(gained / (COL * 1500.0))
kmc_test, kmc_test_error = mean_error(samples)
assert abs(kmc_test - exact_test) < 4 * kmc_test_error
assert kmc_test_error < 0.05 * exact_test

# Long edge, started from exactly sampled equilibrium shapes
LONG = 60
q = exp(-bond / 2)


def equilibrium_edge():
    while True:
        slopes = (nprng.geometric(1 - q, LONG) - nprng.geometric(1 - q, LONG))
        if slopes.sum() == 0:
            return [int(x) for x in np.cumsum(slopes)]


def long_edge_speed(reduced_drive, runs, duration, settle):
    speeds, fractions, events = [], [], 0
    for _ in range(runs):
        edge = equilibrium_edge()
        if settle:
            run_kmc(edge, bond, reduced_drive, settle, rng)
        gained, part, count = run_kmc(edge, bond, reduced_drive, duration, rng)
        speeds.append(gained / (LONG * duration))
        fractions.append(part)
        events += count
    return mean_error(speeds), np.array(fractions), events


RUNS, DURATION = 40, 150.0
(v0, e0), parts, events0 = long_edge_speed(0.0, RUNS, DURATION, 0.0)
(vp, ep), _, _ = long_edge_speed(drive, 16, 120.0, 30.0)
(vm, em), _, _ = long_edge_speed(-drive, 16, 120.0, 30.0)
assert abs(v0) < 4 * e0
assert vp > 5 * ep and vm < -5 * em
assert e0 < 0.1 * vp

# Class fractions of the closed ring, summed from the Boltzmann weights
steps = np.arange(-80, 81)
step_prob = np.exp(-0.5 * bond * np.abs(steps))
step_prob /= step_prob.sum()
waves = 2 * np.pi * np.arange(512) / 512
transform = np.cos(np.outer(waves, steps)) @ step_prob


def sum_probability(count, total):
    """Probability that count independent steps add up to total."""
    return np.mean(transform**count * np.cos(waves * total))


rest = {s: sum_probability(LONG - 2, s) for s in range(-60, 61)}
closure = sum_probability(LONG, 0)
ring_parts = np.zeros(3)
for u in range(-30, 31):
    for v in range(-30, 31):
        pair = step_prob[u + 80] * step_prob[v + 80] * rest[u - v] / closure
        ring_parts[int(u >= 0) + int(v >= 0)] += pair
theory_parts = np.array([q * q, 2 * q, 1.0]) / (1 + q)**2
assert abs(ring_parts @ np.array(detachment_rates(bond)) - 1) < 1e-8
assert np.all(np.abs(ring_parts - theory_parts) < 1 / LONG)
measured_parts = parts.mean(axis=0)
parts_error = parts.std(axis=0, ddof=1) / sqrt(RUNS)
assert np.all(np.abs(measured_parts - ring_parts) < 4 * parts_error)
detach_mean, detach_error = mean_error(parts @ np.array(detachment_rates(bond)))
assert abs(detach_mean - 1) < 4 * detach_error
resolution = e0 / ((vp - vm) / (2 * delta))
acceptance = (1 + detach_mean) / (2 * exp(bond))

# Edge stiffness: slope variance against curvature of the tilt free energy
slope_variance = 2 * q / (1 - q)**2


def tilt_free_energy(slope):
    def weight(field):
        return np.exp(-0.5 * bond * np.abs(steps) + field * steps)

    def mismatch(field):
        w = weight(field)
        return w @ steps / w.sum() - slope
    field = brentq(mismatch, -0.8, 0.8, xtol=1e-14)
    return field * slope - log(weight(field).sum())


tilt = 0.01
curvature = (tilt_free_energy(tilt) - 2 * tilt_free_energy(0.0)
             + tilt_free_energy(-tilt)) / tilt**2
assert abs(curvature * slope_variance - 1) < 1e-3

# Sizes of neglected effects
radius_nm = 100.0
curvature_shift = spacing_nm * kT / (slope_variance * radius_nm)
surface_barrier, coverage, supply_nm = 0.5, 1e-3, 1000.0
surface_D = spacing_nm**2 * attempt * exp(-surface_barrier / kT) / 4
depletion = kT * (vp * to_speed * supply_nm / surface_D) / coverage
hot_kT = kB * (temperature + 1)
hot_k0 = attempt * exp(-kink_barrier / hot_kT)
heat_shift = hot_kT * log(k0 / hot_k0)
vacancies = exp(-2 * phi / kT)
tunnelling = (const.h * attempt / const.e / kT)**2 / 24

print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Lattice spacing: {spacing_nm:.2f} nm; bond energy: {phi:.2f} eV")
print(f"Kink barrier: {kink_barrier:.2f} eV; attempt rate: {attempt:.1e} 1/s")
print(f"Equilibrium chemical potential -2 phi: {-2*phi:.2f} eV")
print(f"phi/kT: {bond:.4f}; q = exp(-phi/2kT): {q:.4f} (no unit)")
print(f"Kink rate k0: {k0:.1f} 1/s; speed unit a*k0: {to_speed:.1f} nm/s")
for n, r in enumerate(detachment_rates(bond)):
    print(f"Detachment, n={n}: barrier {kink_barrier+(n-1)*phi:.2f} eV, "
          f"rate {r*k0:.4g} 1/s")
print(f"Drive Delta: {delta:.3f} eV; Delta/kT: {drive:.4f} (no unit)")
print(f"Attachment rate at +Delta: {k0*exp(drive):.1f} 1/s per column")
print(f"Exact ring: {COL} columns, {len(ring0['states'])} shapes, "
      f"height span {SPAN}")
unit = to_speed / COL
print(f"Exact ring |speed| at Delta=0: {abs(ring0['current'])*unit:.0e} nm/s")
print(f"Exact ring speed at +Delta: {ring_up['current']*unit:.3f} nm/s")
print(f"Exact ring speed at -Delta: {ring_down['current']*unit:.3f} nm/s")
print(f"Symmetric rates, speed at +Delta: "
      f"{symmetric_up['current']*unit:.3f} nm/s")
print(f"Miscounted neighbours, speed at Delta=0: "
      f"{wrong['current']*unit:.1f} nm/s")
print(f"Ring D/(L k0), from fluctuations: {D_ring/COL:.5f} (no unit)")
print(f"Ring D/(L k0), from response: {response/COL:.5f} (no unit)")
print(f"Flat-start gain, Poisson equation: {flat_gain:.5f} atoms")
print(f"Flat-start gain, time propagation: {propagated:.5f} atoms")
print(f"Test drive: {test_delta:.3f} eV; height span: {WIDE_SPAN}; "
      f"exact ring speed: {exact_test*to_speed:.2f} nm/s")
print(f"Simulated ring speed: {kmc_test*to_speed:.2f} +/- "
      f"{kmc_test_error*to_speed:.2f} nm/s")
print(f"Long edge: {LONG} columns, {RUNS} runs of {DURATION/k0:.4f} s, "
      f"{events0} events at Delta=0")
for n in range(3):
    print(f"Fraction n={n}: simulated {measured_parts[n]:.4f} +/- "
          f"{parts_error[n]:.4f}, exact ring {ring_parts[n]:.4f}, "
          f"long-edge formula {theory_parts[n]:.4f}")
print(f"Mean detachment rate / k0: {detach_mean:.4f} +/- {detach_error:.4f}")
for name, v, e in (("0", v0, e0), ("+Delta", vp, ep), ("-Delta", vm, em)):
    print(f"Long-edge speed at {name}: {v*to_speed:.2f} +/- "
          f"{e*to_speed:.2f} nm/s = {10*v*to_speed:.1f} angstrom/s")
print(f"Resolution in Delta (one standard error): {resolution:.5f} eV")
print(f"Acceptance of a rejecting algorithm: {100*acceptance:.2f} %")
print(f"Edge-hop barrier: {hop_barrier:.2f} eV; hop rate/k0: {hop_ratio:.3g}")
print(f"Ring speed at +Delta with hops: {hop_up['current']*unit:.3f} nm/s")
print(f"Ring D/(L k0) with hops: {D_hop/COL:.5f} (no unit)")
print(f"Linear-response speed ceiling at +Delta: {drive*to_speed:.1f} nm/s")
print(f"Slope variance: {slope_variance:.4f} (no unit)")
print(f"Curvature shift, radius {radius_nm:.0f} nm: {curvature_shift:.5f} eV")
print(f"Supply: barrier {surface_barrier:.2f} eV, coverage {coverage:.1e}, "
      f"distance {supply_nm:.0f} nm")
print(f"Surface diffusion constant: {surface_D:.3g} nm^2/s")
print(f"Depletion loss of Delta at +Delta: {depletion:.5f} eV")
print(f"Delta shift for +1 K at fixed attachment rate: {heat_shift:.5f} eV")
print(f"Vacancy fraction, dilute estimate: {vacancies:.2e} (no unit)")
print(f"Tunnelling correction to rates: {100*tunnelling:.2f} %")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature: 1000 K; kT: 0.08617 eV
Lattice spacing: 0.30 nm; bond energy: 0.30 eV
Kink barrier: 2.00 eV; attempt rate: 1.0e+13 1/s
Equilibrium chemical potential -2 phi: -0.60 eV
phi/kT: 3.4814; q = exp(-phi/2kT): 0.1754 (no unit)
Kink rate k0: 832.6 1/s; speed unit a*k0: 249.8 nm/s
Detachment, n=0: barrier 1.70 eV, rate 2.706e+04 1/s
Detachment, n=1: barrier 2.00 eV, rate 832.6 1/s
Detachment, n=2: barrier 2.30 eV, rate 25.62 1/s
Drive Delta: 0.020 eV; Delta/kT: 0.2321 (no unit)
Attachment rate at +Delta: 1050.1 1/s per column
Exact ring: 4 columns, 1105 shapes, height span 6
Exact ring |speed| at Delta=0: 1e-13 nm/s
Exact ring speed at +Delta: 15.153 nm/s
Exact ring speed at -Delta: -9.322 nm/s
Symmetric rates, speed at +Delta: 18.472 nm/s
Miscounted neighbours, speed at Delta=0: -3886.8 nm/s
Ring D/(L k0), from fluctuations: 0.20308 (no unit)
Ring D/(L k0), from response: 0.20308 (no unit)
Flat-start gain, Poisson equation: 0.30460 atoms
Flat-start gain, time propagation: 0.30460 atoms
Test drive: 0.060 eV; height span: 10; exact ring speed: 77.44 nm/s
Simulated ring speed: 76.76 +/- 0.90 nm/s
Long edge: 60 columns, 40 runs of 0.1802 s, 719092 events at Delta=0
Fraction n=0: simulated 0.0225 +/- 0.0001, exact ring 0.0225, long-edge formula 0.0223
Fraction n=1: simulated 0.2458 +/- 0.0021, exact ring 0.2475, long-edge formula 0.2539
Fraction n=2: simulated 0.7317 +/- 0.0020, exact ring 0.7301, long-edge formula 0.7238
Mean detachment rate / k0: 0.9992 +/- 0.0019
Long-edge speed at 0: -0.20 +/- 0.38 nm/s = -2.0 angstrom/s
Long-edge speed at +Delta: 23.67 +/- 0.64 nm/s = 236.7 angstrom/s
Long-edge speed at -Delta: -15.79 +/- 0.50 nm/s = -157.9 angstrom/s
Resolution in Delta (one standard error): 0.00038 eV
Acceptance of a rejecting algorithm: 3.08 %
Edge-hop barrier: 1.20 eV; hop rate/k0: 1.08e+04
Ring speed at +Delta with hops: 33.333 nm/s
Ring D/(L k0) with hops: 0.47798 (no unit)
Linear-response speed ceiling at +Delta: 58.0 nm/s
Slope variance: 0.5159 (no unit)
Curvature shift, radius 100 nm: 0.00050 eV
Supply: barrier 0.50 eV, coverage 1.0e-03, distance 1000 nm
Surface diffusion constant: 6.8e+08 nm^2/s
Depletion loss of Delta at +Delta: 0.00300 eV
Delta shift for +1 K at fixed attachment rate: -0.00200 eV
Vacancy fraction, dilute estimate: 9.47e-04 (no unit)
Tunnelling correction to rates: 0.96 %
ALL CHECKS PASSED
```
